# K-valley valence splitting and layer polarisation in a 2H bilayer

**The puzzle.** In a model 2H bilayer, spin-orbit coupling alone splits the K-valley valence states by 146.8 meV. Interlayer hopping alone splits them by 59.2 meV. With both present the splitting is 158.1 meV, far below the sum, 206.0 meV. The two couplings compete, and the outcome also fixes how strongly a hole of given spin is confined to one layer.

## The model

Each layer is a triangular lattice of metal atoms M, with lattice constant $a=3.2$ Å, between two chalcogen planes X at heights $\pm1.6$ Å. In the lower layer, the in-plane parts of the bonds from M to X are three vectors $\boldsymbol\delta_j$ of length $b=a/\sqrt3$ and azimuths $\varphi_j=-90^\circ,30^\circ,150^\circ$. In the upper layer they are $-\boldsymbol\delta_j$. Cases 1 and 2 treat the lower layer. The valleys are $\tau\mathbf K$, with $\tau=\pm1$ and $\mathbf K=(4\pi/3a,0)$.

The orbitals are five metal $d$ at $\varepsilon_d=0$ and three $p$ on each X at $\varepsilon_p=-4$ eV. The M–X hoppings are $V_{pd\sigma}=-2.5$ eV and $V_{pd\pi}=1.5$ eV. Metal spin-orbit coupling is $\xi\,\mathbf L\cdot\mathbf S$ with $\xi=80$ meV and angular momenta in units of $\hbar$. These round parameters stand for no particular compound.

"Full model" below means numerical diagonalisation at K with all 11 orbitals per layer, two layers and two spins: 44 states. It omits chalcogen spin-orbit coupling, metal–metal hopping, in-layer X–X hopping, and interlayer bonds other than the nearest X–X ones.

## Case 1: one layer, no spin

Bloch states carry the phase $e^{i\mathbf k\cdot\mathbf r}$ at each atom, so a hop from M to X along $\boldsymbol\delta_j$ brings $e^{-i\mathbf k\cdot\boldsymbol\delta_j}$. At the three azimuths, $\mathbf K\cdot\boldsymbol\delta_j=0,\,2\pi/3,\,-2\pi/3$, which is $\varphi_j+\pi/2$ modulo $2\pi$.

Let $m$ and $m'$ be the angular momenta about $z$ of the $d$ and $p$ orbitals. Rotating a bond by $\varphi$ multiplies its hopping amplitude by $e^{i(m-m')\varphi}$. Apart from a common phase, the three bonds therefore sum to

$$\sum_j e^{i(m-m'-\tau)\varphi_j}.$$

This has modulus 3 if $m-m'-\tau$ is a multiple of 3, and vanishes otherwise.

For $m=2\tau$ the one allowed partner is $m'=\tau$. This $d$ orbital is even under reflection in the metal plane, so it couples to the even combination of the two chalcogens, (upper + lower)$/\sqrt2$. The phase rule would also let this combination couple to $m=-\tau$, but that $d$ orbital is odd under the reflection. The two states therefore form a closed pair.

To find the coupling, take $\tau=1$ and a bond at polar angle $\theta$ and azimuth zero. The angular functions are

$$d_2=\sqrt{\tfrac38}\,\sin^2\theta\,e^{2i\varphi},\qquad p_1=\tfrac1{\sqrt2}\sin\theta\,e^{i\varphi}.$$

The $\sigma$ amplitudes are their values along the bond, with product $\frac{\sqrt3}{4}\sin^3\theta$. The $\pi$ amplitudes are transverse gradients on the unit sphere, divided by $\sqrt3$ for $d$. (For a bond along $z$, the orbital $\sqrt3xz$ has transverse gradient $\sqrt3$ and must have unit $\pi$ amplitude.) In the polar and azimuthal directions they are

$$d_2:\ \tfrac1{\sqrt2}(\sin\theta\cos\theta,\ i\sin\theta),\qquad p_1:\ \tfrac1{\sqrt2}(\cos\theta,\ i).$$

With the $p$ amplitudes conjugated, their product is $\frac12\sin\theta(\cos^2\theta+1)$. Three bonds give a factor 3, and two chalcogens in a normalised even combination give $2/\sqrt2=\sqrt2$:

$$W=3\sqrt2\left[\tfrac{\sqrt3}{4}\sin^3\theta\,V_{pd\sigma}+\tfrac12\sin\theta(1+\cos^2\theta)V_{pd\pi}\right].$$

The geometry gives $\theta=49.11^\circ$, so

$$W=4.243\,(-0.468+0.810)\ \text{eV}=1.452\ \text{eV}.$$

The two terms partly cancel. The antibonding eigenvalue of the $2\times2$ problem is

$$E_v=\frac{\varepsilon_d+\varepsilon_p}{2}+\sqrt{\left(\frac{\varepsilon_d-\varepsilon_p}{2}\right)^2+W^2}=0.472\ \text{eV}.$$

Its eigenvector obeys $(E_v-\varepsilon_p)c_p=Wc_d$. With $|c_p|^2+|c_d|^2=1$, the chalcogen weight is

$$w=|c_p|^2=\frac{W^2}{W^2+(E_v-\varepsilon_p)^2}=0.0954.$$

Diagonalising the whole layer at K shows that this is the highest filled level there when the six $p$-like levels and one $d$-like level are occupied. The next level lies 1.417 eV higher. To identify it, repeat the calculation for $m=0$, whose partner is $m'=-\tau$. The $d_0$ function $(3\cos^2\theta-1)/2$ has polar $\pi$ amplitude $-\sqrt3\sin\theta\cos\theta$ and no azimuthal one, so

$$W_0=3\sqrt2\left[\frac{(3\cos^2\theta-1)\sin\theta}{2\sqrt2}V_{pd\sigma}-\sqrt{\tfrac32}\sin\theta\cos^2\theta\,V_{pd\pi}\right].$$

This is $-3.34$ eV and puts the $m=0$ level at 1.89 eV, which is 1.42 eV above $E_v$. The conduction state is thus the $m=0$ one.

The names "valence" and "conduction" refer only to the order of levels at K. Over the whole zone this model has no gap. The seventh and eighth bands touch at Γ, where the $m=\pm1$ pair lies at 0.593 eV, and the seventh band rises to about 0.86 eV elsewhere. With seven bands' worth of electrons the Fermi level is near 0.77 eV, about 0.3 eV above $E_v$. A "hole" below means an empty K-valley valence state, not a carrier at a band edge of this model.

**Limit.** If $W\to0$, then $E_v\to\varepsilon_d$ and $w\to0$: the valence state becomes a pure metal orbital. This matters below, because the layers touch through their chalcogens.

## Case 2: one layer with spin

Let $s=\pm1$ label spin, $S_z=s/2$. Write

$$\xi\mathbf L\cdot\mathbf S=\xi L_zS_z+\tfrac{\xi}{2}(L_+S_-+L_-S_+).$$

The last two terms change $m$, so they have no matrix element within the valence pair. The first acts on the metal part, of weight $1-w$, and gives

$$\xi(1-w)(2\tau)(s/2)=\lambda\tau s,\qquad \lambda=\xi(1-w).$$

Hence $\lambda=80\times0.9046=72.4$ meV to first order. The full model without interlayer hopping gives 73.4 meV.

The difference comes from spin flips. For $\tau=1$, the spin-down state can flip up while $m$ falls from 2 to 1; the spin-up state has no such partner, since $L_+$ annihilates $m=2$ and $S_+$ annihilates spin up. The antibonding $m=1$ level, at 2.23 eV, lies above and in second order pushes the spin-down state down by 2.43 meV. The bonding one, at $-6.23$ eV, pushes it up by only 0.23 meV. The net shift widens the splitting and raises $\lambda$ by 1.10 meV, close to the full excess of 1.03 meV. Such a shift should grow as $\xi^2$. For $\xi=40$, 80 and 160 meV, the full $\lambda$ exceeds $\xi(1-w)$ by 0.27, 1.03 and 3.9 meV, close to a factor of four at each doubling.

**Limit.** For $w\to0$, with $\xi$ kept small compared with the distance to the other $d$ levels, the spin splitting $2\lambda$ tends to $2\xi$, its value for a pure $|m|=2$ orbital.

## Case 3: two layers, not yet coupled

In the 2H stacking considered here, each metal lies over or under chalcogens of the other layer, and an inversion centre lies midway between the layers. Inversion sends $\mathbf k$ to $-\mathbf k$. It leaves orbital and spin angular momentum unchanged, because both are axial vectors.

The upper layer's valence state at valley $\tau$ is thus the image of the lower layer's state at $-\tau$, and has $m=-2\tau$. Diagonalising the isolated layers without spin-orbit coupling gives metal $d$ contributions to the orbital angular momentum at $\mathbf K$ of $+1.809\hbar$ in the lower layer and $-1.809\hbar$ in the upper, which equal $\pm2(1-w)\hbar$. Only this part enters the metal spin-orbit term. At fixed valley and spin, the spin-orbit energy therefore alternates:

$$E_{\rm lower}=+\lambda\tau s,\qquad E_{\rm upper}=-\lambda\tau s.$$

Let $\ell_z=+1$ in the lower layer and $-1$ in the upper. Both lines become $\lambda\tau s\,\ell_z$.

**Limit.** Without hopping, the bilayer has two levels separated by $2\lambda$. For $\tau=1$, the higher one holds spin up in the lower layer and spin down in the upper layer.

## Case 4: hopping without spin-orbit coupling

The facing chalcogen planes are 3.0 Å apart. The upper layer's X sits above the lower layer's M, so the in-plane vectors from lower to upper X are $-\boldsymbol\delta_j$. Their Bloch phase is $e^{+i\tau\mathbf K\cdot\boldsymbol\delta_j}$. For a hop from $p_{m'}$ to $p_{m''}$ the bonds sum, apart from a common phase, to

$$\sum_j e^{i(m'-m''+\tau)\varphi_j}.$$

The lower valence state has $m'=\tau$ and the upper one $m''=-\tau$. The exponent is $3i\tau\varphi_j$, the phases agree, and the sum has modulus 3.

For one bond, with unit vector $\mathbf n$ at angle $\beta$ from the normal, the $p$–$p$ hopping matrix is

$$V_{pp\pi}\mathbf 1+(V_{pp\sigma}-V_{pp\pi})\,\mathbf n\mathbf n^T.$$

The orbitals $(1,\pm i\tau,0)/\sqrt2$ are orthogonal, so the first term drops out. At azimuth zero each has overlap $\sin\beta/\sqrt2$ with $\mathbf n$, and the second term gives $\frac12\sin^2\beta\,(V_{pp\sigma}-V_{pp\pi})$. Each layer has amplitude $\sqrt{w/2}$ on its facing chalcogen. Multiplying by $w/2$ and by three bonds gives

$$|t|=\tfrac34\,w\sin^2\beta\,|V_{pp\sigma}-V_{pp\pi}|.$$

With $\sin^2\beta=b^2/(b^2+3.0^2)=0.275$, $V_{pp\sigma}=1.2$ eV and $V_{pp\pi}=-0.3$ eV,

$$|t|=0.75\times0.0954\times0.275\times1500\ \text{meV}=29.5\ \text{meV}.$$

The formula is first order in interlayer hopping. Half the valence splitting of the full model at $\xi=0$ is 29.6 meV. The phase of $t$ can be absorbed into the upper-layer state, so take $t>0$.

**Limits.** The hopping vanishes as $w\to0$, and also for vertical bonds, $\beta\to0$, which conserve $m$.

**Conduction state.** Here $m'=-\tau$ and $m''=\tau$. The exponent is $-i\tau\varphi_j$, and the sum is zero.

**The other stacking.** There is also a 2H stacking with metal over metal. The X–X vectors are then $+\boldsymbol\delta_j$, and the exponent becomes $i(m'-m''-\tau)\varphi_j=i\tau\varphi_j$ for the valence states. Their hopping vanishes at K. In the two-state model of Case 5 this means $t=0$: the splitting is $2\lambda$ and interlayer hopping no longer competes. Hopping to other bands still makes small corrections: the full model for this stacking gives 145.8 meV against $2\lambda=146.8$ meV.

## Case 5: both couplings

Hopping conserves spin. Let $\ell_x$ exchange the layers. Measured from the common energy, the Hamiltonian for each $\tau$ and $s$ is

$$H=\lambda\tau s\,\ell_z+t\,\ell_x
=\begin{pmatrix}\lambda\tau s&t\\t&-\lambda\tau s\end{pmatrix}.$$

This keeps four valence states, two layers times two spins, and needs other bands to be far away compared with the spin-orbit and interlayer couplings to them. Squaring gives

$$H^2=\lambda^2\ell_z^2+t^2\ell_x^2+\lambda\tau s\,t(\ell_z\ell_x+\ell_x\ell_z).$$

Both squares are the identity and the bracket vanishes. Thus $H^2=\varepsilon^2$ with $\varepsilon=\sqrt{\lambda^2+t^2}$. Since $H$ has zero trace, its eigenvalues are $+\varepsilon$ and $-\varepsilon$, and

$$\boxed{\Delta=2\sqrt{\lambda^2+t^2}}$$

The couplings add in quadrature because one separates the layers in energy while the other mixes them.

For the polarisation, let $\eta=\pm1$ select the level. The projector onto it is $\rho_\eta=\frac12(1+\eta H/\varepsilon)$: it gives 1 on the state with $H=\eta\varepsilon$ and 0 on the other. Using $\mathrm{Tr}\,\ell_z=0$, $\mathrm{Tr}\,\ell_z^2=2$ and $\mathrm{Tr}\,\ell_z\ell_x=0$,

$$\langle\ell_z\rangle=\mathrm{Tr}(\rho_\eta\ell_z)=\eta\tau s\,P,\qquad
\boxed{P=\frac{\lambda}{\sqrt{\lambda^2+t^2}}}$$

The probabilities in the two layers sum to 1 and differ by $P$, so the favoured layer holds $(1+P)/2$.

For the example, with $\lambda$ and $t$ from the separate full-model calculations,

$$\Delta=2\sqrt{73.40^2+29.58^2}\ \text{meV}=158.3\ \text{meV},$$

$$P=73.40/79.136=0.9275.$$

In the two-state model, a hole of definite spin has probability 0.964 in its favoured layer. With both couplings, the full model gives 158.1 meV. The average of $\ell_z\sigma_z$ over its upper doublet, where $\sigma_z$ is twice the spin, is 0.926; in the reduced model this average is $P$ at $\tau=1$. Relative to the full model, the two-state splitting is 0.13% too large.

**Weak hopping.** For $t\ll\lambda$, expanding the root gives

$$\Delta\simeq2\lambda+\frac{t^2}{\lambda},\qquad P\simeq1-\frac{t^2}{2\lambda^2}.$$

Here $146.8+11.9=158.7$ meV, already close to the result. This resolves the puzzle: hopping between levels $2\lambda$ apart acts in second order. It adds about 11 meV, close to the second-order estimate of 11.9 meV, instead of 59 meV.

**Weak spin-orbit coupling.** For $\lambda\ll t$,

$$\Delta\simeq2t+\frac{\lambda^2}{t},\qquad P\simeq\frac{\lambda}{t}.$$

The states approach equal mixtures of the layers. Varying $\xi$ in the full model shows the crossover:

| $\xi$ (meV) | $\lambda$ (meV) | $\Delta$ (meV) | polarisation |
|---:|---:|---:|---:|
| 20 | 18.16 | 69.4 | 0.52 |
| 40 | 36.45 | 93.8 | 0.78 |
| 80 | 73.40 | 158.1 | 0.93 |
| 160 | 148.60 | 302.6 | 0.98 |

At $\lambda=t$ the polarisation is $1/\sqrt2\simeq0.71$, which falls between the first two rows.

## What the polarisation means

The energies do not depend on $s$, so each level is a doublet. Inversion followed by time reversal keeps $\mathbf k$, exchanges the layers and flips the spin. It pairs a state of polarisation $+P$ with one of $-P$, and the polarisation summed over a doublet is zero. A hole in a given valley shows a layer preference when its spin is selected. Time reversal alone changes the valley and the spin but keeps the layer, so the link between spin and layer reverses at $-\mathbf K$.

A layer bias makes $P$ visible in the energies. Add $\frac U2\ell_z$, which replaces $\lambda\tau s$ by $\lambda\tau s+U/2$:

$$\varepsilon_s(U)=\sqrt{(\lambda\tau s+U/2)^2+t^2},\qquad
\left.\frac{d\varepsilon_s}{dU}\right|_{U=0}=\frac{\tau s}{2}P.$$

The two spins move in opposite directions, and each doublet splits by $P|U|$ to first order. For $U=2$ meV this is 1.855 meV; the full model gives 1.852 meV for the upper doublet. Here $U$ is the potential-energy difference actually present between the layers, after screening.

**Large bias.** At $U=2\lambda$, the sector $\tau s=-1$ has equal layer energies. Its levels are $2t$ apart and its states are shared equally between the layers. In the other sector the separation is $2\sqrt{4\lambda^2+t^2}$. A single splitting and a single $P$ then no longer describe the valence states.

Away from K the phase sums change, so $\lambda$ and $t$ depend on $\mathbf k$ and the selection rules above need not hold. The reduction also fails where another band approaches the valence pair, or where spin-flip mixing becomes strong. The results describe the states at K only. They apply to mobile holes only if K is the valence maximum of a gapped band structure. That is not so in this model, whose bilayer bands overlap by about 0.2 eV, and in a real bilayer it must be checked against the valence states at Γ.
